# Exact absorbing-chain acceleration of a solute-vacancy flicker basin

## The result

A vacancy beside a fast solute can exchange with it many times before doing anything else. All these exchanges can be replaced by a random draw of the exit time and exit channel without changing the statistics of how and when the vacancy leaves. Let the basin be a finite set of configurations, with internal rates $W_{ij}$ from $i$ to $j$ and exit rates $R_{ic}$ from $i$ through channel $c$. Define

$$k_i=\sum_c R_{ic},\qquad Q_{ij}=W_{ij}-\delta_{ij}\Big(k_i+\sum_l W_{il}\Big).$$

For entry in state $s$, the probability density of leaving at time $t$ through channel $c$ is

$$f_c(t)=\sum_j\big[e^{Qt}\big]_{sj}R_{jc},$$

and the probability of still being inside is $S(t)=\sum_j[e^{Qt}]_{sj}$. Three successive draws sample this law: the time from $S$, the last basin state given the time, and the channel given the state. No separation between fast and slow rates is needed; separation decides how much work is saved.

The assumptions are that each jump is a Poisson event, that its rate depends on the present configuration alone, and that rates stay constant during the visit. The path inside the basin is discarded.

## What goes wrong with jump-by-jump simulation

Take three neighbouring sites $A$, $B$, $C$ on a close-packed row of an fcc crystal. The vacancy starts at $A$, a fast solute at $B$ and a slower solute at $C$; all other sites hold host atoms. Jumps have the rate

$$w_{i\to j}=\nu\exp\!\left[-\frac{Q_m+(E_j-E_i)/2}{k_BT}\right],$$

where $Q_m$ belongs to the moving atom and $E_i$ is the configuration energy. Here $\nu=10^{13}\ \mathrm{s^{-1}}$, $T=600$ K and $k_BT=0.0517$ eV. The barriers $Q_m$ are 0.70 eV for the host, 0.40 eV for the fast solute and 0.60 eV for the slow one. A vacancy next to the fast solute gains 0.20 eV, and next to the slow one 0.10 eV. Interaction between the two solutes is neglected.

The basin has two states, named after the vacancy site. In state $A$ the vacancy touches the fast solute, so $E_A=-0.20$ eV. After the exchange it touches both solutes, so $E_B=-0.30$ eV. The exchange barriers are therefore $0.40-0.05=0.35$ eV forwards and 0.45 eV backwards, giving

$$w_{AB}=11.485,\qquad w_{BA}=1.660\ \mathrm{ns^{-1}}.$$

Each state has eleven exits. From $A$, four host jumps keep the vacancy beside the fast solute, at 0.01319 ns$^{-1}$ each, and seven break the bond, at 0.001907 ns$^{-1}$ each. Thus $k_A=4(0.01319)+7(0.001907)=0.0661$ ns$^{-1}$. From $B$ the total is $k_B=0.0423$ ns$^{-1}$.

An ordinary simulation spends nearly all its events on exchanges that undo each other: 64.5 per exit on average at 600 K, and about 1170 at 400 K with the same barriers.

## A first repair, and its limit

One could assume that the basin equilibrates before the vacancy leaves. The Boltzmann weights $\pi_i\propto e^{-E_i/k_BT}$ then give one exit rate, $\bar k=\sum_i\pi_i k_i$. Here $\pi_B/\pi_A=w_{AB}/w_{BA}=6.918$, so

$$\bar k=\frac{0.06611+6.918(0.04233)}{7.918}=0.0453\ \mathrm{ns^{-1}}.$$

The mean time $1/\bar k=22.06$ ns is 0.15% above the true mean found below. If $k_A=k_B$ the average is exact for any exchange rate. When the exit rates differ, as here, its success depends on the exchanges being much faster than the exits.

Change two barriers, the fast solute's to 0.60 eV and the slow solute's to 0.45 eV, and keep everything else. Now $w_{AB}=0.2400$, $w_{BA}=0.0347$, $k_A=0.0661$ and $k_B=0.2691$ ns$^{-1}$. The same average gives a mean time 36% below the true 6.42 ns: it assumes that the vacancy is already mostly in the leaky state $B$, whereas it starts in $A$. Both changes are needed for so large an error: raising only the fast barrier makes the average 6% too long, and lowering only the slow barrier makes it 1.5% too short. A reliable scheme must retain the starting state and the approach to equilibrium.

## Keeping the whole basin evolution

Let $p_j(t)$ be the probability that the vacancy has not left and that the basin is in state $j$. Gain from other states minus all losses gives, with $p$ a row vector,

$$\frac{dp}{dt}=pQ,\qquad p_j(t)=[e^{Qt}]_{sj}.$$

Multiplying $p_j$ by $R_{jc}$ gives the exit density $f_c$. The elements in row $i$ of $Q$ sum to $-k_i$, since the internal rates cancel. Hence

$$-\frac{dS}{dt}=\sum_j p_jk_j=\sum_c f_c(t),$$

so the loss of survival equals the total exit flux.

If every state can reach an exit, $e^{Qt}\to0$ at long times. Integrating $d(e^{Qt})/dt=Qe^{Qt}$ from zero to infinity gives $-1=Q\int_0^\infty e^{Qt}dt$, and therefore

$$N\equiv\int_0^\infty e^{Qt}\,dt=(-Q)^{-1}.$$

The element $N_{sj}$ is the mean total time spent in $j$. Integrating $f_c$ gives the exit probability $P_c=(NR)_{sc}$. The mean exit time is $\int_0^\infty S\,dt=\sum_jN_{sj}$, and the mean number of internal exchanges is

$$\bar n=\sum_jN_{sj}\sum_lW_{jl}.$$

For the second moment, integration by parts gives $\langle t^2\rangle=2\int_0^\infty tS\,dt$. A second integration by parts gives $\int_0^\infty te^{Qt}dt=-Q^{-1}\int_0^\infty e^{Qt}dt=N^2$, so $\langle t^2\rangle=2\sum_j(N^2)_{sj}$.

## The two-state basin in closed form

For two states,

$$-Q=\begin{pmatrix}k_A+w_{AB}&-w_{AB}\\-w_{BA}&k_B+w_{BA}\end{pmatrix}.$$

In its determinant the product $w_{AB}w_{BA}$ cancels, leaving

$$D=k_Ak_B+k_Aw_{BA}+k_Bw_{AB}.$$

The first row of the inverse is

$$N_{AA}=\frac{k_B+w_{BA}}D,\qquad N_{AB}=\frac{w_{AB}}D.$$

For the main example, $D=0.0028+0.1098+0.4861=0.5987$ ns$^{-2}$. The residence times are $N_{AA}=1.7025/0.5987=2.84$ ns and $N_{AB}=11.485/0.5987=19.18$ ns. Their sum before rounding, 22.03 ns, is the mean exit time. The exchange count is $2.84(11.485)+19.18(1.660)\simeq64.5$. The probability of leaving from $A$ is $k_AN_{AA}=0.188$, and from $B$ it is 0.812.

The decay rates solve $\lambda^2-\Sigma\lambda+D=0$, with $\Sigma=k_A+k_B+w_{AB}+w_{BA}$:

$$\lambda_\pm=\tfrac12\left(\Sigma\pm\sqrt{\Sigma^2-4D}\right).$$

Write $S=c_-e^{-\lambda_-t}+c_+e^{-\lambda_+t}$. The start in $A$ requires $S(0)=1$ and $S'(0)=-k_A$, that is, $c_-+c_+=1$ and $\lambda_-c_-+\lambda_+c_+=k_A$. Eliminating $c_+$ gives

$$S(t)=\frac{(\lambda_+-k_A)e^{-\lambda_-t}+(k_A-\lambda_-)e^{-\lambda_+t}}{\lambda_+-\lambda_-}.$$

For strong separation, $\lambda_-$ is best computed as $D/\lambda_+$, which avoids subtracting two nearly equal numbers.

In the main example the rates are 0.04533 and 13.208 ns$^{-1}$, with amplitudes 0.9984 and 0.0016. The fast term is small and decays with a time constant of about 0.08 ns, so the distribution is close to exponential: the largest difference from an exponential of equal mean is 0.0015 in probability.

With weak separation the formulas give $\lambda_-\simeq0.214$ and $\lambda_+\simeq0.396$ ns$^{-1}$, with amplitudes about $1.81$ and $-0.81$. The negative amplitude is legitimate: among visits still in progress, the exit rate starts at $k_A=0.066$ ns$^{-1}$ and rises towards $\lambda_-$ as the share in state $B$ grows. The largest difference from the exponential is now 0.082, and the standard deviation, 5.26 ns, is below the mean.

## Larger basins

The jump-rate rule obeys detailed balance, because

$$\pi_iW_{ij}\propto\nu\exp\!\left[-\frac{Q_m+(E_i+E_j)/2}{k_BT}\right]$$

is unchanged when $i$ and $j$ are swapped; the same atom moves in both directions. Let $\Pi$ be the diagonal matrix of the $\pi_i$. Then $M=-\Pi^{1/2}Q\,\Pi^{-1/2}$ is symmetric. For any real vector $x$,

$$x^TMx=\sum_ik_ix_i^2+\sum_{i<j}\pi_iW_{ij}\left(\frac{x_i}{\sqrt{\pi_i}}-\frac{x_j}{\sqrt{\pi_j}}\right)^2.$$

This is positive for nonzero $x$ if the basin is connected and has an exit: the second sum vanishes only when all $x_i/\sqrt{\pi_i}$ are equal, and then the first does not. The eigenvalues $\lambda_m$ of $M$ are thus real and positive. With orthonormal eigenvectors $v_m$,

$$p_j(t)=\sum_m v_{ms}v_{mj}\sqrt{\frac{\pi_j}{\pi_s}}\;e^{-\lambda_mt}.$$

Summing over $j$ gives $S=\sum_mc_me^{-\lambda_mt}$. One diagonalization serves every later visit to an equivalent basin at the same temperature.

## Drawing time and exit together

Using $P_c$ for the site and $S$ for the time in two independent draws gives both separate distributions correctly, but can lose the relation between them. Each channel starts from one basin state $j$, so its density factorizes as

$$f_c(t)=\Big[\sum_lp_lk_l\Big]\left[\frac{p_jk_j}{\sum_lp_lk_l}\right]\left[\frac{R_{jc}}{k_j}\right].$$

The factors are the density of the time, the probability of the last state given that time, and the probability of the channel given that state. The last does not contain $t$. The algorithm is therefore:

1. Draw $u$ uniformly from $(0,1]$ and solve $S(t)=u$. Since $S$ decreases, the probability that the drawn time exceeds $t$ is the probability that $u<S(t)$, which is $S(t)$.
2. Choose the last state $j$ with weight $p_j(t)k_j$.
3. Choose a channel with probability $R_{jc}/k_j$, place the atoms accordingly, and advance the clock by $t$.

Bisection needs an upper limit. Since $S(t)\le e^{-\lambda_{\min}t}\sum_m|c_m|$, the time $\lambda_{\min}^{-1}\ln(\sum_m|c_m|/u)$ suffices.

An exit must be stored as a full configuration. Sites $A$ and $B$ share four neighbours, and the vacancy can reach each of them with the fast solute left at either $A$ or $B$.

The loss from independent draws is large in the weakly separated case. Of all exits, 23.7% start from $A$; of those before half the mean time, 43.2% do. The fast solute has moved when exit occurs from $B$, so early exits carry fewer solute displacements. Independent draws would erase this connection.

## Comparison with direct simulation

For each parameter set, 40,000 visits were simulated jump by jump on the lattice, without the basin matrix, and another 40,000 were drawn by the algorithm. Three tests compared each sample with theory: a Kolmogorov–Smirnov test of the whole time distribution, a chi-square test of all 22 channels, and a chi-square test of the joint table of time interval and last state. The rejection threshold was $p=10^{-4}$.

For the main example the direct $p$-values were 0.159, 0.097 and 0.209; those of the algorithm were 0.893, 0.891 and 0.882. The direct mean time was $22.18\pm0.11$ ns, against 22.03 ns. Exchange with the slow solute, the most probable single channel, had probability 0.253 in theory and 0.248 in the direct count.

For weak separation the direct values were 0.476, 0.045 and 0.549, and those of the algorithm 0.772, 0.969 and 0.939. The value 0.045 is the lowest of the twelve and is no sign of failure among so many tests. The same direct sample rejects the single exponential with $p\sim10^{-226}$, and rejects independence of time and last state with a $p$-value too small to represent. The time and joint tests are therefore sensitive enough to detect these two errors.

## The isolated pair and correlated motion

Without the slow solute the two states are equivalent. Call the exchange rate $w_2$, the host jump that keeps the pair together $w_1$, and the dissociating jump $w_3$. Both states leak at $k=4w_1+7w_3$, so $dS/dt=-kS$ and $S=e^{-kt}$ for any $w_2$. The closed form gives $D=k(k+2w_2)$. The probability that the solute has moved at exit, and the mean number of exchanges, are

$$P_{\rm moved}=kN_{AB}=\frac{w_2}{k+2w_2},\qquad \bar n=\frac{w_2}{k}.$$

Uncorrelated exchanges of length $d$ would give a mean square displacement $\bar nd^2$; the actual one is $P_{\rm moved}d^2$. Their ratio is

$$f_{\rm basin}=\frac{P_{\rm moved}}{\bar n}=\frac{k}{k+2w_2}.$$

It tends to one for rare exchanges and to zero for rapid ones. With $w_2=4.367$ ns$^{-1}$, there are 66 exchanges per visit but $P_{\rm moved}=0.496$, so $f_{\rm basin}=0.0075$. This is not the full diffusion correlation factor, because jumps after the exit remain correlated with those before it.

In the three-site example the slow solute raises $P_{\rm moved}$ to 0.812. Most of this comes from its binding, which favours state $B$ and would give 0.761 with a host-like barrier of 0.70 eV; the rest comes from its lower barrier, which opens a faster exit from $B$. For $d=0.255$ nm the mean square displacement of the fast solute per visit is 0.053 nm$^2$.

## Returning to the ordinary simulation

After an exit the future depends on the new configuration alone, so ordinary jumps can resume and a later re-entry can use a new basin draw. This was tested with the weakly separated rates by counting exchange with the slow solute as internal too, which makes a three-state basin. Two-state draws were combined with ordinary jumps from $C$ until a host atom moved. The mean time was 26.24 ns, against 26.39 ns from the three-state matrix; the tests of the time distribution and of the last state gave $p=0.72$ and 0.77.

If the simulation must stop at $t_0$ before the drawn exit, the current state is drawn with probability $p_j(t_0)/S(t_0)$. If temperature or nearby atoms change during the visit, $Q$ depends on time and $e^{Qt}$ no longer applies.

The saving in events is not the same as the saving in computing time, since a basin draw costs more than an ordinary jump. At 800 K, with 14 exchanges per exit, the benefit may be modest; at 400 K it should be large.

## Copper-like conditions

The host barrier, prefactor and lattice parameter (0.36 nm) are rough values for copper. The solutes are model species, and an exchange barrier of 0.40 eV is deliberately low, to produce flickering. The absorbing chain is exact for the chosen rates, so the physical error lies in those rates and in the assumptions stated at the start. Raising the host barrier by 0.05 eV, with the other $Q_m$ fixed, lengthens the mean visit by a factor of 1.86. Raising the fast-solute barrier by the same amount changes it by 0.24%, because the exchanges still equilibrate the basin long before exit. The other parameters matter as well: adding 0.05 eV to the slow-solute barrier, to the fast-solute binding or to the slow-solute binding lengthens the visit by factors of 1.19, 1.22 and 1.27.

The neglected interaction between the solutes can also matter, because they are neighbours in state $A$ but not in $B$. An attraction of 0.05 eV between them would shorten the mean visit by about 17% and lower $P_{\rm moved}$ from 0.81 to 0.66.

The remaining omissions examined here matter less. A second-shell binding of 0.03 eV to the fast solute shortens the visit by 1.3%. The leading tunnelling correction, with $\nu$ taken as the barrier frequency, raises a rate by about 2.7%. If the lattice needs roughly 1 ps to forget a jump, the chance of a fast exchange within that time is about 1%, which measures the strain on the Poisson assumption. For a rough vacancy formation energy of 1.2 eV, the equilibrium vacancy fraction is $e^{-1.2\,{\rm eV}/k_BT}\simeq8\times10^{-11}$. The three-site row has 24 neighbouring sites, with 144 possible entries from outside. With a generous $20\times12$ entries at the host rate $w_1=0.0132\ \mathrm{ns^{-1}}$, the estimated chance that another vacancy arrives during a mean visit of 22 ns is $20\times12\times0.0132\times22\times8\times10^{-11}\simeq6\times10^{-9}$. Attraction to the solutes speeds this entry and raises the estimate to about $2\times10^{-8}$, which is still negligible. A growing reaction layer may hold far more vacancies than equilibrium; this estimate rises in proportion to their concentration, and once it is no longer small the basin must include the second vacancy. The numerical output below gives the remaining exit groups and quantiles.

## Numbers as computed

```
T = 600 K, kT = 0.05170 eV, d = 0.2546 nm
Barriers host/fast/slow: 0.70 0.40 0.60 eV; prefactor 1e+13 1/s
Vacancy binding fast/slow: 0.20 0.10 eV
Isolated pair w1, w2, w3: 0.01319 4.3666 0.001907 1/ns
Isolated pair k: 0.06611 1/ns, mean exit 15.127 ns
Isolated pair: exchanges 66.05, moved 0.49624, ratio 0.007513
MAIN CASE, start: vacancy A, fast solute B, slow solute C
w_AB = 11.4850, w_BA = 1.6602 1/ns
k_A = 0.06611, k_B = 0.04233 1/ns
Decay rates: 0.045326, 13.2083 1/ns
Survival amplitudes: 0.998421, 0.001579
Mean exit time: theory 22.027, direct 22.182 +- 0.111 ns
Standard deviation: theory 22.062, direct 22.118 ns
Time with survival 0.50: theory 15.257, direct 15.409 ns
Time with survival 0.05: theory 66.057, direct 65.914 ns
Exchanges per exit: theory 64.51, direct 64.96
Exit groups: state, mover, channels, barrier eV, theory, direct
  A host 4 0.70 0.15004 0.15082
  A host 7 0.80 0.03796 0.03650
  B host 4 0.75 0.38483 0.38650
  B host 4 0.80 0.14631 0.14938
  B host 2 0.85 0.02781 0.02902
  B slow 1 0.70 0.25304 0.24777
Fast solute moved at exit (from B): 0.81200
Its mean square displacement: 0.05262 nm^2
In-basin correlation ratio: 0.012587
Walkers per simulation: 40000
p direct (time, site, joint): 0.159 0.097 0.209
p accelerated (same):         0.893 0.891 0.882
Largest gap to exponential: 0.00151
Boltzmann-rate error of mean time: 0.147 %
T (K), exchanges per exit, mean exit time (ns)
  400 1165.6 2.872e+04
  500 209.6 393.9
  800 14.2 0.5814
WEAK SEPARATION, fast 0.60 eV, slow 0.45 eV
w_AB, w_BA, k_A, k_B: 0.2400 0.0347 0.0661 0.2691 1/ns
Mean 6.4224 ns, std 5.2588 ns, exchanges 0.959
Exit from A: overall 0.2372, among exits before half the mean time 0.4324
p direct (time, site, joint): 0.476 0.045 0.549
p accelerated (same):         0.772 0.969 0.939
Largest gap to exponential: 0.0823
Boltzmann-rate error of mean time: -36.1 %
p of exponential 5.4e-227, of independent site 0.0e+00
Three-state mean: theory 26.390, direct 26.259, mixed 26.241 ns
Mixed algorithm p (time, last state): 0.722 0.768
NEGLECTED EFFECTS, main case
Mean-time factor, host barrier +0.05 eV: 1.862
Mean-time factor, fast barrier +0.05 eV: 0.9976
Mean-time factor, second-shell binding 0.03 eV: 0.9871
Tunnelling factor on a rate (Wigner): 1.0267
1 ps lattice memory times fastest rate: 0.0115
Chance of another vacancy (formation 1.2 eV): 5.8e-09
```
